# Bloch's stopping correction between the Bethe and Bohr logarithms

A fast bare ion passing through matter loses energy by pushing electrons aside. Bethe's quantum perturbation theory and Bohr's classical mechanics agree on the main factor in this loss but disagree about a logarithm. For a silicon ion of 560 MeV in titanium the two logarithms are 5.22 and 5.33, and for other ions they can differ far more. The question is which applies, and what happens between them.

Atomic units are used, so $\hbar=m=e=1$ for the electron. The ion is a point charge $Z_1$, heavy enough to move in a straight line at constant, non-relativistic speed $v$. The electron is initially at rest on average, bound by a harmonic force of angular frequency $w$. The energy lost per unit path, divided by the density of electrons, is written

$$S=\frac{4\pi Z_1^2}{v^2}\,L,\qquad y=\frac{Z_1}{v}\quad\left(=\frac{Z_1e^2}{\hbar v}\right).$$

Bethe's logarithm is $\ln(2v^2/w)$ and Bohr's is $\ln(2e^{-\gamma}v^3/Z_1w)$, where $\gamma=0.5772\ldots$ is Euler's constant. The leading-order result to be derived is

$$L=\ln\frac{2v^2}{w}+\Delta(y),\qquad \Delta(y)=-y^2\sum_{n=1}^{\infty}\frac{1}{n(n^2+y^2)} .$$

Collisions are divided at an impact parameter $b_0$. Inside it the collision is so short that the binding force has no time to act, which requires $b_0\ll v/w$. Outside it the ion's field is nearly uniform across the electron's orbit, and the deflection is weak.

**Close collisions.** In the ion's frame, free electrons arrive with wave number $k=v$ and scatter elastically. An electron deflected through $\theta$ gives up forward momentum $v(1-\cos\theta)$. For density $n_e$ the flux is $n_ev$, so the retarding force is $n_ev^2\sigma_{\rm tr}$, and

$$S_{\rm close}=v^2\sigma_{\rm tr},\qquad \sigma_{\rm tr}=2\pi\int_{-1}^{1}(1-\cos\theta)|f|^2\,d\cos\theta .$$

The scattering amplitude is $f=k^{-1}\sum_l(2l+1)a_lP_l(\cos\theta)$ with $a_l=e^{i\delta_l}\sin\delta_l$. Orthogonality of the Legendre polynomials gives

$$\int|f|^2d\cos\theta=\frac{2}{k^2}\sum_l(2l+1)|a_l|^2 .$$

The recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ couples only neighbouring waves:

$$\int\cos\theta\,|f|^2d\cos\theta=\frac{4}{k^2}\sum_l(l+1)\,{\rm Re}(a_l^*a_{l+1}).$$

Splitting $2l+1=(l+1)+l$ and shifting the index in the second part turns $\sum(2l+1)|a_l|^2$ into $\sum(l+1)(|a_l|^2+|a_{l+1}|^2)$. The difference of the two integrals is then a sum of squares. Since $a_l=(e^{2i\delta_l}-1)/2i$,

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)|a_l-a_{l+1}|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

For the Coulomb field this sum will diverge logarithmically, and $b_0$ will cut it off.

Only differences of neighbouring Coulomb phases are needed. With $n=l+1$, the radial equation is $H_lu_l=k^2u_l$, where

$$H_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-\frac{2Z_1}{r},\qquad W=\frac nr-\frac{Z_1}{n}.$$

Writing $D=d/dr$ and multiplying out,

$$(D+W)(-D+W)=-D^2+W^2+W',$$
$$(-D+W)(D+W)=-D^2+W^2-W'.$$

Here $W^2=n^2/r^2-2Z_1/r+Z_1^2/n^2$ and $W'=-n/r^2$. The centrifugal coefficients are therefore $n(n-1)=l(l+1)$ in the first line and $n(n+1)=(l+1)(l+2)$ in the second. The products are $H_l+Z_1^2/n^2$ and $H_{l+1}+Z_1^2/n^2$. Applying $-D+W$ to the equation for $u_l$ shows that $(-D+W)u_l$ solves the equation for $l+1$ at the same energy. It vanishes at the origin, because $u_l\propto r^n$ there, so it is the regular solution and proportional to $u_{l+1}$.

At large $r$,

$$u_l\to\sin\theta_l,\qquad \theta_l=kr+\frac{Z_1}{k}\ln 2kr-\frac{l\pi}{2}+\delta_l .$$

Hence $(-D+W)u_l\to-k\cos\theta_l-(Z_1/n)\sin\theta_l$. With $\eta_n=\delta_{l+1}-\delta_l$, the next wave is

$$u_{l+1}\to\sin(\theta_l-\tfrac{\pi}{2}+\eta_n)=-\cos\theta_l\cos\eta_n+\sin\theta_l\sin\eta_n .$$

Matching the ratio of the two terms gives

$$\tan\eta_n=-\frac{Z_1}{nk}=-\frac yn,\qquad \sin^2\eta_n=\frac{y^2}{n^2+y^2}.$$

With $k=v$, keeping terms up to $n=N$,

$$S_{\rm close}=4\pi\sum_{n=1}^{N}\frac{n\,y^2}{n^2+y^2}
\quad\Rightarrow\quad L_{\rm close}=\sum_{n=1}^{N}\frac{n}{n^2+y^2}.$$

In the Born approximation $a_l$ is replaced by the first-order phase, so $\sin^2\eta_n$ becomes $y^2/n^2$ and the summand becomes $1/n$. The difference is

$$\frac{n}{n^2+y^2}-\frac1n=-\frac{y^2}{n(n^2+y^2)},$$

which falls as $n^{-3}$. Its sum converges, and this is Bloch's term. It arises at $n$ up to a few times $\max(1,y)$, that is, in close collisions. Using $\sum_{n\le N}1/n=\ln(N+\tfrac12)+\gamma+O(N^{-2})$,

$$L_{\rm close}=\ln(N+\tfrac12)+\gamma+\Delta(y)$$

when $N\gg\max(1,y)$.

To translate $N$ into a distance, note that the $n$th term joins the waves $l=n-1$ and $l=n$, whose semiclassical angular momenta $l+\tfrac12$ average to $n$. It represents a ring of radius $b=n/v$ and width $1/v$. The cut between $n=N$ and $N+1$ is thus at $b_0=(N+\tfrac12)/v$. Dividing the $n$th term of $S_{\rm close}$ by the ring's area $2\pi n/v^2$ gives the energy transfer

$$T(b)=\frac{2v^2y^2}{n^2+y^2}=\frac{2Z_1^2/v^2}{b^2+Z_1^2/v^4}.$$

This is the classical Rutherford expression: there $T=2v^2\sin^2(\theta/2)$ with $\tan(\theta/2)=Z_1/(v^2b)$. Within this free-electron model, quantum mechanics sums over integers the same function that classical mechanics integrates over $b$.

**Distant collisions.** For $b>b_0$ the electron feels a uniform force $F(t)$. For one Cartesian component let $a=(wx+ip)/\sqrt{2w}$. From $\dot x=p$ and $\dot p=-w^2x+F$,

$$\dot a=-iwa+\frac{iF}{\sqrt{2w}} .$$

Thus $ae^{iwt}$ changes during the passage by the number $\alpha=i\tilde F/\sqrt{2w}$, with $\tilde F=\int F e^{iwt}dt$. Starting from the ground state, the mean energy gain is $w|\alpha|^2=|\tilde F|^2/2$. A classical oscillator starting at rest gains the same amount, because its variables obey the same linear equation. This is why the distant part needs no quantum correction beyond first order.

The transverse and longitudinal forces are $Z_1b/(b^2+v^2t^2)^{3/2}$ and $Z_1vt/(b^2+v^2t^2)^{3/2}$. Put $t=b\tau/v$ and $x=wb/v$. The modified Bessel function $K_0$ has the representation $2K_0(x)=\int_{-\infty}^{\infty}\cos(x\tau)(1+\tau^2)^{-1/2}d\tau$. Integration by parts gives

$$\int_{-\infty}^{\infty}\frac{\tau\sin x\tau}{(1+\tau^2)^{3/2}}d\tau=2xK_0(x).$$

The transverse integral $G(x)=\int\cos(x\tau)(1+\tau^2)^{-3/2}d\tau$ has $G'=-2xK_0$. Since $(xK_1)'=-xK_0$ and both functions vanish at infinity, $G=2xK_1$. Adding the two directions,

$$T(b)=\frac{2Z_1^2}{v^2b^2}\,x^2\left[K_0^2(x)+K_1^2(x)\right].$$

Integrating over rings, with $x_0=wb_0/v$,

$$L_{\rm dist}=\int_{x_0}^{\infty}x(K_0^2+K_1^2)\,dx=x_0K_0(x_0)K_1(x_0).$$

The last step follows from $K_0'=-K_1$ and $K_1'=-K_0-K_1/x$, which give $(xK_0K_1)'=-x(K_0^2+K_1^2)$. For small $x_0$, $K_0\to\ln(2/x_0)-\gamma$ and $x_0K_1\to1$, so $L_{\rm dist}\to\ln(2/x_0)-\gamma$.

In the region where the descriptions overlap, both give $T=2Z_1^2/(v^2b^2)$, so they can be joined. With $x_0=w(N+\tfrac12)/v^2$,

$$L=\ln(N+\tfrac12)+\gamma+\Delta(y)+\ln\frac{2v^2}{w(N+\tfrac12)}-\gamma
=\ln\frac{2v^2}{w}+\Delta(y).$$

Both $N$ and $\gamma$ have cancelled, which is the stated result. The overlap requires $\max(1,y)/v\ll b_0\ll v/w$, hence $w/v^2\ll1$ and $Z_1w/v^3\ll1$. In addition, $b_0$ must exceed the orbit size and $v$ must exceed the orbital speeds.

The Bethe part can be checked without any dividing radius. For excitation of the oscillator by $n$ quanta, the generalized oscillator strength is $f_n=e^{-s}s^{n-1}/(n-1)!$ with $s=q^2/2w$, and perturbation theory gives $L=\sum_n\int_{nw/v}^{\infty}f_n\,dq/q$. At $2v^2/w=2000$ the sum is 7.5994, against 7.6009 for the logarithm. The deficit, 0.0015, agrees with $\langle v_e^2\rangle/v^2$ for the ground state. It is the leading shell correction, which measures the neglected orbital motion.

For an atom, the distant loss in first order is a sum over transitions $\omega_i$ with dipole strengths $f_i$ normalized to $\sum f_i=1$ per electron. Then $\ln w$ is replaced by $\ln I=\sum f_i\ln\omega_i$, where $I$ is the mean excitation energy. The close part does not change, since it does not involve the binding.

**The two limits.** For $y\ll1$, expanding the summand gives

$$\Delta(y)=-\zeta(3)y^2+O(y^4),\qquad \zeta(3)\simeq1.202,$$

and Bethe's logarithm is recovered. For $y\gg1$ the function $g(n)=n/(n^2+y^2)$ varies slowly between integers, and the Euler–Maclaurin formula compares its sum with its integral. Since $g(0)=0$, $g'(0)=1/y^2$, and the terms at the upper end vanish for $N\to\infty$,

$$\sum_{n=1}^{N}g(n)\to\int_0^N g\,dn-\frac{g'(0)}{12}+O(y^{-4})
\to\ln\frac Ny-\frac{1}{12y^2}+O(y^{-4}).$$

Comparison with $\ln N+\gamma+\Delta$ yields

$$\Delta(y)=-\ln y-\gamma-\frac{1}{12y^2}+O(y^{-4}).$$

Therefore

$$L\to\ln\frac{2v^2}{w}-\ln\frac{Z_1}{v}-\gamma=\ln\frac{2e^{-\gamma}v^3}{Z_1w},$$

which is Bohr's logarithm. The classical limit is the replacement of a sum over angular momenta by an integral. When $y$ is small this replacement fails, because the integral collects a large contribution from $y<n<1$, where the sum has no term.

The crossover is quick. At $y=1$, $\Delta=-0.672$ and the classical expression $-\ln y-\gamma$ is $-0.577$; at $y=3$ they are $-1.685$ and $-1.676$. At $y=0.1$ the correction is only $-0.012$, while the classical expression is $+1.725$ and useless.

A screened field gives an independent check of the close-collision term. For the potential $\mp e^{-\mu r}/r$ at $k=1$, so that $|y|=1$, phase shifts were found by integrating the radial equation. The Born value was subtracted from the resulting transport sum, and the results for attraction and repulsion were averaged. The average is $-0.581$ at $\mu=0.1$ and $-0.659$ at $\mu=0.025$, approaching $\Delta(1)=-0.672$ as screening weakens. Half the difference between attraction and repulsion is 0.236 and 0.121. Such a part, odd in the ion's charge, is absent from $\Delta$, which depends on $y^2$. In stopping, the odd part is called the Barkas term and has to be added separately.

**Silicon in titanium.** Take bare silicon ions, $Z_1=14$, of 560 MeV, or 20 MeV per nucleon. For titanium take the rough values $I=230$ eV and density 4.5 g/cm³. Relativistic kinematics gives a speed of 0.204 of that of light, or $v=27.95$, and $I=8.452$ hartree. Then

$$y=\frac{14}{27.95}=0.501,\qquad \ln\frac{2(27.95)^2}{8.452}=5.22 .$$

The first two terms of the Bloch sum are

$$-0.251\left(\frac{1}{1.251}+\frac{1}{2\times4.251}\right)=-0.230,$$

already more than 90 % of the full $\Delta=-0.249$. The small-$y$ formula would give $-0.302$. Thus $L=5.22-0.25=4.97$. Bohr's value, 5.33, lies further from this than Bethe's does: the Bloch logarithm is below both, not between them.

Titanium has 56.6 atoms per nm³, each with 22 electrons, and the stopping power is 0.299 keV/nm per unit of $L$. Hence

$$0.299\times4.97\simeq1.49\ {\rm keV/nm},$$

compared with 1.56 keV/nm from Bethe's logarithm alone, a reduction of 4.8 %.

For the mean frequency $w=I$ the lengths are reasonably well separated. The second term of the sum corresponds to $b=0.0038$ nm, while binding matters near $v/w=0.175$ nm. For the two innermost electrons of titanium, bound by roughly 180 hartree, $v/w$ is only about 0.008 nm, and the separation is poor. Joining the two regions explicitly at $N=3$, 6 and 12 gives $L=4.976$, 4.957 and 4.935. Two small errors cause the drift. The close sum, cut at $N$, exceeds its large-$N$ form by 0.013 at $N=3$ but only 0.001 at $N=12$. The distant part falls below its small-$x_0$ limit: with $\Lambda=\ln(2/x_0)-\gamma$,

$$x_0K_0K_1\simeq\Lambda-\frac{x_0^2}{4}(2\Lambda^2-1).$$

At $N=12$, $x_0=0.135$ and the extra term is $-0.036$, which accounts for nearly all of the difference from 4.970. These joins test how well $N$ cancels between the two formulas. They do not all meet the condition on the orbit size: an oscillator with $w=I$ has the root-mean-square radius $\sqrt{3/2w}=0.022$ nm, while $b_0$ is 0.007, 0.012 and 0.024 nm.

The neglected effects are not small beside the Bloch term. A Hartree–Fock calculation of the titanium atom in the def2-SVP basis gives a kinetic energy of 848 hartree. The leading shell term is then $-2(848)/(22v^2)=-0.10$. This is a crude estimate, since the innermost electrons, with speeds near 22 in a hydrogenic picture, are almost as fast as the ion. For the Barkas term, classical trajectories of an electron bound with the single frequency $w=I$ give $L=5.436$ for attraction and 5.227 for repulsion. Their mean, 5.332, confirms Bohr's 5.334; half their difference, $+0.10$, is the classical Barkas term of this single-frequency model. It gives only the order of magnitude for titanium: the Barkas term grows with $w$ and is not fixed by the logarithmic mean $I$, so the inner shells can make it larger. Its near cancellation with the shell estimate should therefore not be relied on.

The leading relativistic change in Coulomb scattering, the Mott term $\tfrac{\pi}{2}Z_1\alpha v/c$ with $\alpha$ the fine-structure constant, is $+0.03$. This is first order in $Z_1\alpha$; at $y=0.5$ the higher orders are not small, and the full sum over Dirac–Coulomb phase shifts exceeds Bloch's term by about $0.05$. The relativistic change of the Bethe logarithm is only $+0.001$. The Thomas–Fermi estimate $e^{-v/Z_1^{2/3}}$ leaves 0.8 % of the ion's charge unstripped. If the ion's charge were reduced by this fraction at every distance, the stopping would fall by about 1.6 %. For this fraction the figure is an upper estimate, because an electron carried by the ion does not screen collisions that pass inside its orbit; the fraction itself is only a rough value. The result of 1.49 keV/nm is thus uncertain by a few per cent, besides the uncertainty of the rough inputs.

This energy belongs to accelerator irradiation and lies far above ordinary implantation. At 1 MeV total energy the same ion would have $v\simeq27.9/\sqrt{560}\simeq1.2$, and $2v^2/I$ would be about 0.3. Bethe's logarithm would be negative, the ion would keep many of its electrons, and the assumption of a fast bare charge would fail altogether. Bloch's term cannot repair that failure; it corrects close collisions of ions already fast enough for the two regions to be joined. The numerical output follows.

## Calculated quantities

```
Bloch term and its classical limit -ln y - gamma (no unit)
  y=  0.1   -0.01192    1.72537
  y=  0.5   -0.24833    0.11593
  y=  1.0   -0.67187   -0.57722
  y=  3.0   -1.68520   -1.67583
  y= 10.0   -2.88063   -2.87980
Yukawa minus Born at |y|=1: mu/k, even part, odd part
  0.100  -0.5812  0.2359
  0.025  -0.6594  0.1208
driven oscillator gain, quantum: 0.72461 hbar w
driven oscillator gain, classical: 0.72458 hbar w
Bethe sum at 2v^2/w=2000: 7.59940
  ln(2v^2/w): 7.60090
  deficit: 0.001503, <ve^2>/v^2: 0.001500
Si ion: Z1=14, A=28, energy 560 MeV
Ti: Z2=22, rough I=230 eV
Ti: rough density 4.5 g/cm3, mass 47.9 u
Ti atom density: 56.58 nm^-3
speed v: 27.949 a.u.; v/c: 0.2040
I: 8.452 hartree
y: 0.5009
Bethe logarithm: 5.2195
Bloch correction: -0.2491
-zeta(3) y^2: -0.3016
Bloch logarithm: 4.9704
Bohr logarithm: 5.3336
stopping per unit L: 0.2990 keV/nm
stopping, Bethe: 1.5609 keV/nm
stopping, Bloch: 1.4864 keV/nm
stopping, Bohr: 1.5950 keV/nm
change by Bloch term: -4.77 %
joined L, N=3: 4.9758
joined L, N=6: 4.9565
joined L, N=12: 4.9346
90 % of correction reached at n=2
  radius n/v: 0.00379 nm
collision radius Z1/v^2: 0.00095 nm
adiabatic radius v/w: 0.1750 nm
Z1 w/v^3: 0.00542
trajectory L, attraction: 5.4362
trajectory L, repulsion: 5.2274
trajectory L, mean: 5.3318
neglected Barkas term, classical: +0.1044
Ti kinetic energy, UHF/def2-SVP: 848.1 hartree
neglected shell term, leading: -0.0987
neglected relativistic logarithm: +0.00089
neglected Mott term, leading: +0.0327
unstripped charge fraction: 0.81 %
```
